# Pivoted Cholesky of the Coulomb integrals: residual bound and density fitting

**Q.** You want to replace the matrix of two-electron integrals by a low-rank product built from a few of its columns. Off-diagonal elements that lie in none of these columns or the matching rows are then never computed. How can you know anything about the error in an integral you have not looked at?

**A.** By using a property of the whole matrix. Take real orbitals $\phi_p$ and collect their products into one list, $\rho_i(\mathbf r)=\phi_p(\mathbf r)\phi_q(\mathbf r)$ with $i=(pq)$ and $p\ge q$. The integrals are, in Hartree atomic units,

$$V_{ij}=(\rho_i|\rho_j)=\iint \frac{\rho_i(\mathbf r)\,\rho_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

For any real vector $x$, define the function $f=\sum_i x_i\rho_i$. Bilinearity gives $x^TVx=(f|f)$, the Coulomb interaction of $f$ with itself, and this cannot be negative.

**Q.** Why not? The function $f$ can have both signs, so the integrand does too.

**A.** In Fourier space the integrand has one sign. Insert

$$\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$$

and define $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The integral over $\mathbf r'$ gives $\hat f(\mathbf k)$; the one over $\mathbf r$ gives $\hat f(\mathbf k)^*$, because $f$ is real. The prefactor is $4\pi/(2\pi)^3=1/(2\pi^2)$, so

$$(f|f)=\frac1{2\pi^2}\int\frac{|\hat f(\mathbf k)|^2}{k^2}\,d^3k\;\ge 0 .$$

Hence $V$ is positive semidefinite. It may have zero eigenvalues, if some products are linearly dependent.

**Q.** That concerns the complete matrix. What do you do to it, and why should the property survive?

**A.** Start from the residual $R=V$. Choose an index $p$, the pivot, with $R_{pp}>0$, and subtract a rank-one matrix:

$$R'_{ij}=R_{ij}-\frac{R_{ip}R_{pj}}{R_{pp}}. \tag{1}$$

To see that $R'$ is still positive semidefinite, let $e_p$ be the unit vector of index $p$ and evaluate $R$ on the shifted vector $x-te_p$. Since $R$ is symmetric,

$$(x-te_p)^TR(x-te_p)=x^TRx-2t\,(Rx)_p+t^2R_{pp}.$$

Now set $t=(Rx)_p/R_{pp}$. The last two terms combine to $-(Rx)_p^2/R_{pp}$, and therefore

$$(x-te_p)^TR(x-te_p)=x^TRx-\frac{(Rx)_p^2}{R_{pp}}=x^TR'x .$$

The left side is non-negative because $R$ is positive semidefinite, so the right side is too. By induction this holds after every step.

The subtracted matrix is $\ell\ell^T$ with $\ell_i=R_{ip}/\sqrt{R_{pp}}$. If the vectors $\ell$ of the first $M$ steps are the columns of a matrix $L$, adding up the subtractions gives

$$V=LL^T+R, \tag{2}$$

where $R$ is now the residual after $M$ steps.

**Q.** Then the diagonal of $R$ is non-negative. I asked about the off-diagonal errors.

**A.** They are controlled by the diagonal. Take a vector $x$ with nonzero entries at $i$ and $j$ alone. The condition $x^TRx\ge0$ says that the $2\times2$ block of $R$ belonging to $i$ and $j$ is positive semidefinite. Both its eigenvalues are non-negative, and so is their product, the determinant: $R_{ii}R_{jj}-R_{ij}^2\ge0$. Hence

$$|R_{ij}|\le\sqrt{R_{ii}R_{jj}}\le\max_k R_{kk}. \tag{3}$$

The second inequality replaces each diagonal by the largest one. The largest diagonal is itself an entry of $R$, so the final bound is attained:

$$\max_{ij}|R_{ij}|=\max_kR_{kk}. \tag{4}$$

If every remaining diagonal is at most $\tau$, every integral is reproduced to within $\tau$, including those never evaluated. If the largest diagonal is zero, the whole residual vanishes and the factorization is complete.

**Q.** You need the diagonal of the residual for this. Does that not require the whole residual?

**A.** No. Setting $j=i$ in (1) gives

$$R'_{ii}=R_{ii}-\frac{R_{ip}^2}{R_{pp}}=R_{ii}-\ell_i^2 .$$

The original diagonal $V_{ii}$ is computed once and updated with each new vector. The pivot column follows from (2) as $R_{ip}=V_{ip}-\sum_m L_{im}L_{pm}$, summed over the vectors already built. Thus the diagonal and the pivot columns of $V$ suffice.

The update also shows that no diagonal ever grows. If the largest remaining diagonal is taken as pivot each time, the pivot values therefore cannot increase, and the bound after $M$ steps is the value the next pivot would have.

**Q.** Show me with numbers small enough to check.

**A.** Take H$_2$ with a bond length of 1.40 bohr in the STO-3G basis, with one orbital $a$ on the first atom and one orbital $b$ on the second. There are three products, $aa$, $ab$ and $bb$. The integrals, in hartree, are

- $(aa|aa)=(bb|bb)=0.7746$
- $(aa|bb)=0.5697$
- $(aa|ab)=(bb|ab)=0.4441$
- $(ab|ab)=0.2970$

The equalities follow from the symmetry of the molecule. The two largest diagonals are equal, and we take $aa$ first. Equation (1) then gives

$$R_{bb,bb}=0.7746-\frac{0.5697^2}{0.7746}=0.3556,$$

$$R_{ab,ab}=0.2970-\frac{0.4441^2}{0.7746}=0.0424,$$

$$R_{ab,bb}=0.4441-\frac{0.4441\times0.5697}{0.7746}=0.1175 .$$

The inequalities (3) read $0.1175\le\sqrt{0.0424\times0.3556}=0.1228\le0.3556$. The largest diagonal is now $bb$, so it is the second pivot, and one diagonal remains:

$$R_{ab,ab}=0.0424-\frac{0.1175^2}{0.3556}=0.0036 .$$

With two vectors, no integral is wrong by more than 0.0036 hartree.

**Q.** This is linear algebra. Density fitting is something else: there one expands the orbital products in auxiliary functions. Where are the auxiliary functions here?

**A.** Let us first write $LL^T$ in a form that does not mention the elimination. Let $P$ be the set of $M$ pivots. Write $V_{:P}$ for the corresponding columns of $V$, $V_{P:}$ for the rows, $V_{PP}$ for the block where they cross, and $L_P$ for the pivot rows of $L$, in the order in which they were chosen.

Putting $j=p$ in (1) gives $R'_{ip}=R_{ip}-R_{ip}R_{pp}/R_{pp}=0$, so the pivot column of the residual vanishes.

**Q.** A later step could fill it again.

**A.** It cannot. Suppose column $q$ is zero and the next pivot is $p$. The change in that column is $-R_{ip}R_{pq}/R_{pp}$, and $R_{pq}$ is an element of column $q$, hence zero. This has two consequences.

First, after $M$ steps $R$ vanishes on all pivot columns, so the pivot columns of (2) read

$$V_{:P}=L\,L_P^T,\qquad V_{PP}=L_PL_P^T. \tag{5}$$

Second, $L_P$ is lower triangular. The element of a later vector at an earlier pivot $q$ is proportional to $R_{qp}$, which is zero by the same argument. The diagonal elements of $L_P$ are the roots $\sqrt{R_{pp}}>0$ taken at the moment of each choice. So $L_P$ is invertible and $V_{PP}$ is positive definite, even if $V$ itself is singular.

Inserting (5), together with the transpose $V_{P:}=L_PL^T$, gives

$$V_{:P}V_{PP}^{-1}V_{P:}=L\,L_P^T\,(L_PL_P^T)^{-1}L_P\,L^T .$$

Since $(L_PL_P^T)^{-1}=L_P^{-T}L_P^{-1}$, the inner factors cancel in pairs:

$$V_{:P}V_{PP}^{-1}V_{P:}=LL^T. \tag{6}$$

**Q.** And the fit?

**A.** Use the pivot products $\rho_P$ themselves as auxiliary functions and approximate

$$\rho_i\approx\tilde\rho_i=\sum_{P}c_{Pi}\,\rho_P,\qquad e_i=\rho_i-\tilde\rho_i .$$

Fitting in the Coulomb metric means choosing the coefficients that minimize the self-interaction of the error,

$$(e_i|e_i)=V_{ii}-2\,c_i^TV_{Pi}+c_i^TV_{PP}c_i .$$

Here $c_i$ is the column of coefficients for product $i$, and $V_{Pi}$ is the column of integrals between the auxiliary functions and $\rho_i$. Setting the gradient $-2V_{Pi}+2V_{PP}c_i$ to zero gives

$$V_{PP}\,c_i=V_{Pi}. \tag{7}$$

Because $V_{PP}$ is positive definite, this is the unique minimum. The condition also says that the error has no Coulomb interaction with any auxiliary function: $(e_i|\rho_P)=V_{iP}-c_i^TV_{PP}=0$. It follows that $(e_i|\tilde\rho_j)=0$, and

$$(e_i|e_j)=(e_i|\rho_j)=V_{ij}-c_i^TV_{Pj}=V_{ij}-V_{iP}V_{PP}^{-1}V_{Pj}. \tag{8}$$

By (6) the right side is $R_{ij}$. The Cholesky residual is the Coulomb interaction of two fit errors, and its diagonal is the quantity that the fit minimizes. The fitted integral $(\tilde\rho_i|\tilde\rho_j)=c_i^TV_{PP}c_j=V_{iP}V_{PP}^{-1}V_{Pj}$ is the Cholesky integral. The two procedures are one approximation.

**Q.** In H$_2$ you eliminated $aa$ first and $bb$ second, which treats the atoms differently. A fit with both functions would treat them alike.

**A.** The final result does treat them alike, since (6) depends on the set $P$ and not on the order within it. For $\rho_{ab}$ the equations (7) are

$$\begin{pmatrix}(aa|aa)&(aa|bb)\\(aa|bb)&(aa|aa)\end{pmatrix}\begin{pmatrix}c_{aa}\\c_{bb}\end{pmatrix}=\begin{pmatrix}(aa|ab)\\(aa|ab)\end{pmatrix}.$$

By symmetry $c_{aa}=c_{bb}=c$, and either row gives

$$c=\frac{(aa|ab)}{(aa|aa)+(aa|bb)}=\frac{0.4441}{0.7746+0.5697}=0.3304 .$$

The bond density is represented by equal parts of the two atomic densities. The error that remains follows from (8):

$$R_{ab,ab}=(ab|ab)-2c\,(aa|ab)=0.29703-2\times0.33037\times0.44411=0.0036\ \text{hartree},$$

the value found by elimination.

**Q.** Would any sensible fit with these two functions do as well? I could match the densities in the ordinary least-squares sense.

**A.** That minimizes $\int e_i^2\,d^3r$ instead of $(e_i|e_i)$, and it gives $c=0.3078$. To see what changes, insert $\rho_i=\tilde\rho_i+e_i$ into the integral:

$$V_{ij}-(\tilde\rho_i|\tilde\rho_j)=(e_i|\tilde\rho_j)+(\tilde\rho_i|e_j)+(e_i|e_j). \tag{9}$$

In the Coulomb fit the first two terms vanish and the error is of second order in the fit errors. With other coefficients they generally remain, and they are of first order. For H$_2$ the product $aa$ is itself an auxiliary function and is fitted without error, but

$$(aa|ab)-(\tilde\rho_{aa}|\tilde\rho_{ab})=0.4441-0.3078\times(0.7746+0.5697)=0.0303\ \text{hartree}.$$

The diagonal error of $aa$ is zero, so (3) would demand that this error vanish. It does not, and the error matrix has a negative eigenvalue, $-0.0267$ hartree. The diagonal no longer certifies the other elements. The error in $(ab|ab)$ also rises, from 0.0036 to 0.0423 hartree.

This failure belongs to the approximation $(\tilde\rho_i|\tilde\rho_j)$ with non-Coulomb coefficients. If the two first-order terms in (9) are added to it as corrections, the remaining error is $(e_i|e_j)$, which is positive semidefinite for any coefficients.

**Q.** Your identity between elimination and fitting rests on matrix manipulations. Has it been checked on the functions themselves?

**A.** Yes, for H$_2$ in the 6-31G basis, which has 10 products. In the numerical check the products are Fourier transformed, fitted to 5 pivot products by least squares in the Coulomb norm on a grid of $\mathbf k$, and subtracted. The interactions of the resulting error functions agree with the Cholesky residual to about $2\times10^{-15}$ hartree.

**Q.** You keep choosing the largest diagonal. Is that needed for the proof?

**A.** Neither (4) nor (6) uses it. Any sequence of pivots with positive residual diagonals will do. What the choice affects is how large the bound is. In the 6-31G case the five greedy pivots leave a largest diagonal of 0.0023 hartree, whereas the first five products in the list leave 0.0419 hartree.

**Q.** Then the greedy choice is the best one?

**A.** That does not follow. A positive semidefinite matrix can be read as the scalar products of a set of vectors, and elimination projects out the chosen vector. Take three vectors in a plane, $(1,s)$, $(1,-s)$ and $(1,0)$, with $0<s^2<3$, and allow one pivot. The greedy rule takes one of the first two, which are the longest. The squared length left in the other is

$$(1+s^2)-\frac{(1-s^2)^2}{1+s^2}=\frac{4s^2}{1+s^2}.$$

Choosing the shorter vector $(1,0)$ would have left $s^2$ in each of the others. This is smaller, because $4/(1+s^2)>1$ for $s^2<3$. The largest remaining diagonal is a reliable stopping test for any choice of pivots, but the greedy rule does not in general give the smallest possible auxiliary basis. Nor does the proof say how many vectors a given threshold will need.

**Q.** So how many does a real molecule need?

**A.** For water with OH distances of 1.80 bohr and an angle of 105°, in the cc-pVDZ basis, there are 24 orbitals and 300 products. The molecule lies in the $yz$ plane with its twofold axis along $z$. All residuals below are in hartree.

| Threshold $\tau$ | Vectors $M$ | Largest diagonal | Largest off-diagonal |
|---|---|---|---|
| $10^{-2}$ | 61 | $9.9\times10^{-3}$ | $5.1\times10^{-3}$ |
| $10^{-4}$ | 121 | $9.3\times10^{-5}$ | $5.3\times10^{-5}$ |
| $10^{-6}$ | 185 | $9.8\times10^{-7}$ | $7.5\times10^{-7}$ |

In each row the off-diagonal errors stay below the largest diagonal, as (4) requires. Solving (7) explicitly reproduces the Cholesky integrals to about $2\times10^{-15}$ hartree, and reversing the order of the pivots changes them by no more than about $3\times10^{-15}$ hartree. At the tightest threshold $M$ is 7.7 times the number of orbitals, or 185 of the 300 products. These counts are not properties of the molecule alone. Products of $p$ and $d$ functions mix under rotation, so the pivots depend on the orientation: over this and six other orientations $M$ ranges over 59–61, 115–121 and 183–185 for the three thresholds. They also depend on the basis: at $\tau=10^{-6}$ cc-pVTZ needs 462 of 1711 products, 8.0 per orbital.

**Q.** An energy sums a great many integrals. Small errors in each could add up.

**A.** They can, and $\tau$ by itself does not bound an energy error. Consider the Coulomb energy of a density matrix $D$. In the packed list each off-diagonal pair stands for two equal terms, so define $d_i=D_{pp}$ for $p=q$ and $d_i=2D_{pq}$ for $p>q$. Then $E_J=\tfrac12d^TVd$, and for the same $D$ equation (2) gives the error

$$\Delta E_J=\tfrac12d^TVd-\tfrac12d^TLL^Td=\tfrac12d^TRd .$$

This is non-negative, so the fitted Coulomb energy does not exceed the unfitted one. For an upper bound, use the first inequality of (3) in every term:

$$0\le\Delta E_J\le\tfrac12\sum_{ij}|d_i|\sqrt{R_{ii}}\,\sqrt{R_{jj}}\,|d_j|=\tfrac12\Big(\sum_i|d_i|\sqrt{R_{ii}}\Big)^2. \tag{10}$$

The double sum factorizes, which gives the square. If all diagonals are at most $\tau$, the right side is at most $\tfrac12\tau\big(\sum_i|d_i|\big)^2$, which shows how the density weights multiply the threshold.

For the restricted Hartree–Fock density of water, $E_J=46.947$ hartree in cc-pVDZ. This value is not converged with the basis: it is 46.867 hartree in cc-pVTZ and 46.716 hartree in aug-cc-pVDZ. The errors relative to this unfitted value are:

- $\tau=10^{-2}$: error $3.1\times10^{-3}$, bound $3.8\times10^{-2}$ hartree
- $\tau=10^{-4}$: error $8.8\times10^{-5}$, bound $6.6\times10^{-4}$ hartree
- $\tau=10^{-6}$: error $1.5\times10^{-7}$, bound $1.9\times10^{-6}$ hartree

In this orientation the actual errors are about 7 to 13 times smaller than the bounds and happen to lie below $\tau$, but (10) does not guarantee that. In other orientations of the same molecule in the same basis they reach about $3\tau$ at $\tau=10^{-4}$ and about $7\tau$ at $\tau=10^{-6}$, and they are between about 2 and 26 times smaller than the bound (10). They measure the factorization of the integrals alone; the errors of the finite orbital basis and of the mean-field treatment are separate and are not reduced by a smaller $\tau$.

**Q.** Can I then drive $\tau$ to zero and recover everything?

**A.** In exact arithmetic, yes: the process ends when the largest diagonal is zero, and by (4) the residual is then zero. On a computer, each updated diagonal is a difference of rounded numbers. Once the true value is comparable to the accumulated rounding error, the computed one may be wrong in relative terms or even negative, and a vector built from such a pivot is dominated by rounding error and no longer improves the approximation. The proof assumed a positive pivot and an exactly updated residual, so its guarantee holds only for a threshold above that noise. The integrals should also be more accurate than $\tau$ by a safe margin: errors in them can destroy the positivity on which (3) rests, and the elimination can amplify them, so an accuracy only slightly better than $\tau$ may not be enough.

## Calculated quantities

```
H2 STO-3G, bond length = 1.40 bohr
  (aa|aa) = 0.774606 hartree
  (aa|bb) = 0.569676 hartree
  (aa|ab) = 0.444108 hartree
  (ab|ab) = 0.297029 hartree
  pivots in order: aa, bb
  L row aa: 0.880117 -0.000000 hartree^(1/2)
  L row ab: 0.504601 0.197018 hartree^(1/2)
  L row bb: 0.647273 0.596359 hartree^(1/2)
  after 1 vector: R(bb,bb) = 0.355644 hartree
  after 1 vector: R(ab,ab) = 0.042407 hartree
  after 1 vector: R(ab,bb) = 0.117493 hartree
  after 1 vector: sqrt[R(ab,ab)R(bb,bb)] = 0.122807 hartree
  after 2 vectors: R(ab,ab) = 0.003591 hartree
  Coulomb-fit coefficients of ab on aa, bb: 0.330368 0.330368
  overlap-fit coefficients of ab on aa, bb: 0.307822 0.307822
  overlap fit: error of (aa|ab) = 0.030308 hartree
  overlap fit: error of (ab|ab) = 0.042275 hartree
  overlap fit: lowest eigenvalue of error matrix = -0.026653 hartree
H2 6-31G: 10 products, 5 pivots
  k-space quadrature error of V = 4.6e-14 hartree
  largest remaining diagonal, greedy pivots = 0.002277 hartree
  largest remaining diagonal, first 5 products = 0.041902 hartree
  max |(e_i|e_j) - R_ij| = 2.0e-15 hartree
Water cc-pVDZ, OH = 1.80 bohr, angle = 105.0 degrees
  orbitals = 24, products = 300
  RHF Coulomb energy E_J = 46.946671 hartree
  first pivot = 4.738268 hartree
  threshold 1e-02 hartree: vectors M = 61, M/orbitals = 2.54
    largest remaining diagonal = 9.883e-03 hartree
    largest off-diagonal |R_ij| = 5.109e-03 hartree
    max |fit - Cholesky| = 1.8e-15 hartree
    max change on reversing pivots = 2.7e-15 hartree
    E_J error = 3.135e-03 hartree, bound = 3.756e-02 hartree
  threshold 1e-04 hartree: vectors M = 121, M/orbitals = 5.04
    largest remaining diagonal = 9.297e-05 hartree
    largest off-diagonal |R_ij| = 5.326e-05 hartree
    max |fit - Cholesky| = 1.3e-15 hartree
    max change on reversing pivots = 1.6e-15 hartree
    E_J error = 8.828e-05 hartree, bound = 6.550e-04 hartree
  threshold 1e-06 hartree: vectors M = 185, M/orbitals = 7.71
    largest remaining diagonal = 9.801e-07 hartree
    largest off-diagonal |R_ij| = 7.480e-07 hartree
    max |fit - Cholesky| = 1.8e-15 hartree
    max change on reversing pivots = 1.1e-15 hartree
    E_J error = 1.471e-07 hartree, bound = 1.913e-06 hartree
```
